# Quantum capacitance of a GaN channel and its equivalent dielectric thickness: verification in Python

```python
"""Quantum capacitance of one spin-degenerate 2D subband at T = 0.

Result under test (Hartree atomic units): C_q = m/pi per area, equal to a
dielectric layer of thickness t_q = eps/(4 m), in series with the gate layer.
m: mass in electron masses; eps: relative permittivity; n: electrons per area.
The program also sizes temperature, subband-edge motion, exchange,
nonparabolicity and second-subband effects for a GaN-like transistor channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros, ellipkm1

bohr = const.physical_constants["Bohr radius"][0]
hartree_J = const.physical_constants["Hartree energy"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
eV = const.e / hartree_J                 # one eV in hartree
nm = 1e-9 / bohr                         # one nm in bohr
per_cm2 = (bohr * 100) ** 2              # one cm^-2 in bohr^-2
MV_cm = 1e8 / field_unit                 # one MV/cm in atomic units
uF_cm2 = const.e**2 / hartree_J / bohr**2 * 100   # atomic unit in uF/cm^2
kelvin = const.k / hartree_J             # one kelvin in hartree

# Rough typical inputs
mass, eps = 0.2, 9.5
density = 5e12 * per_cm2
back_field = 0.5 * MV_cm
barrier = 20 * nm
gap_energy = 3.4 * eV
wall_height = 1.8 * eV

# Main result
dos = mass / np.pi
c_q = dos
t_q = eps / (4 * mass)
fermi = density / dos
k_fermi = np.sqrt(2 * np.pi * density)

# Test: count plane-wave states in a periodic box of unit side
j = np.arange(-600, 601)
radius_sq = j[:, None] ** 2 + j[None, :] ** 2
for r1, r2 in ((300, 450), (450, 600)):
    states = 2 * np.count_nonzero((radius_sq > r1**2) & (radius_sq <= r2**2))
    energy_window = (2 * np.pi) ** 2 * (r2**2 - r1**2) / (2 * mass)
    assert abs(states / energy_window / dos - 1) < 1e-3
c_q_si = const.e**2 * mass * const.m_e / (np.pi * const.hbar**2) * 100
assert abs(c_q * uF_cm2 / c_q_si - 1) < 1e-6


# Test: the series rule from minimising energy at fixed gate voltage
def charge_at(voltage):
    def energy(x):
        n = x * density
        kf = np.sqrt(2 * np.pi * n)
        kinetic = quad(lambda k: k**3 / (2 * mass * np.pi), 0, kf)[0]
        return (2 * np.pi * barrier * n**2 / eps + kinetic
                - n * voltage) / density
    best = minimize_scalar(energy, bounds=(0.01, 10), method="bounded",
                           options={"xatol": 1e-9})
    return best.x * density


c_geo = eps / (4 * np.pi * barrier)
c_series = eps / (4 * np.pi * (barrier + t_q))
v1, v2 = density / c_geo, 2 * density / c_geo
c_direct = (charge_at(v2) - charge_at(v1)) / (v2 - v1)
assert abs(c_direct / c_series - 1) < 1e-5


# Temperature: fraction of the zero-temperature capacitance that remains
def thermal_factor(temperature):
    return 1 - np.exp(-fermi / (temperature * kelvin))


def reduced_density(eta):
    return quad(lambda x: 1 / (1 + np.exp(x - eta)), 0, 60, epsabs=1e-12,
                epsrel=1e-12, limit=200)[0]


for temperature in (300, 425):
    eta = np.log(np.expm1(fermi / (temperature * kelvin)))
    slope = (reduced_density(eta + 1e-3) - reduced_density(eta - 1e-3)) / 2e-3
    assert abs(slope - thermal_factor(temperature)) < 1e-5

# Self-consistent well (Schroedinger-Poisson, one occupied subband)
step, points = 0.05 * nm, 440


def solve_well(n, pad=0.0, wall=0.0):
    z = step * np.arange(1, points + 1) - pad
    coulomb = 4 * np.pi * n / eps * np.minimum.outer(z, z)
    fixed = back_field * z + wall * np.heaviside(-np.round(z / step), 0.5)
    profile = np.clip(z, 0, None) ** 2 * np.exp(-z / (0.8 * nm))
    profile /= profile.sum()
    hop = np.full(points - 1, -1 / (2 * mass * step**2))
    for _ in range(300):
        potential = fixed + coulomb @ profile
        levels, waves = eigh_tridiagonal(
            1 / (mass * step**2) + potential, hop,
            select="i", select_range=(0, 1))
        new = waves[:, 0] ** 2
        change = np.abs(new - profile).max()
        if change < 1e-10:
            break
        profile = 0.5 * profile + 0.5 * new
    else:
        raise RuntimeError("well did not converge")
    kinetic = levels[0] - new @ potential
    total = n * (kinetic + new @ fixed + 0.5 * new @ coulomb @ new)
    return {"levels": levels, "profile": new, "z": z,
            "kinetic": kinetic, "total": total}


# Test: empty well is a triangular well with an Airy-function level
airy_level = -ai_zeros(1)[0][0] * (back_field**2 / (2 * mass)) ** (1 / 3)
assert abs(solve_well(0.0)["levels"][0] / airy_level - 1) < 2e-3

well = solve_well(density)
dn = 0.02 * density
above, below = solve_well(density + dn), solve_well(density - dn)
# Test: the level is the derivative of the total well energy
energy_slope = (above["total"] - below["total"]) / (2 * dn)
assert abs(energy_slope / well["levels"][0] - 1) < 1e-3
level_slope = (above["levels"][0] - below["levels"][0]) / (2 * dn)
t_well = eps / (4 * np.pi) * level_slope
soft = [solve_well(density + s * dn, 1.5 * nm, wall_height)["levels"][0]
        for s in (1, -1)]
t_well_soft = eps / (4 * np.pi) * (soft[0] - soft[1]) / (2 * dn)
assert 0 < t_well_soft < t_well
spacing = well["levels"][1] - well["levels"][0]
assert spacing > fermi                  # second subband empty at T = 0
kT = 300 * kelvin
mu_300 = kT * np.log(np.expm1(fermi / kT))
second_share = 1 / (1 + np.exp((spacing - mu_300) / kT))
centroid = well["profile"] @ well["z"]

# Exchange at fixed layer profile
distance = np.abs(np.subtract.outer(well["z"], well["z"]))


def form_factor(q):
    return well["profile"] @ np.exp(-q * distance) @ well["profile"]


nodes, weights = np.polynomial.legendre.leggauss(24)
angle, angle_weight = (nodes + 1) * np.pi / 4, weights * np.pi / 4
layer_average = sum(w * np.sin(u) * form_factor(2 * k_fermi * np.sin(u))
                    for u, w in zip(angle, angle_weight))
slope_sheet = -2 / (eps * k_fermi)
slope_layer = slope_sheet * layer_average
t_x_sheet = -eps / (4 * np.pi) * slope_sheet
t_x_layer = -eps / (4 * np.pi) * slope_layer


def sheet_exchange(n):
    """Fermi-level exchange energy by summing over the occupied disc."""
    kf = np.sqrt(2 * np.pi * n)

    def ring(q):
        return 4 * q / (kf + q) * ellipkm1(((kf - q) / (kf + q)) ** 2)
    return -quad(ring, 0, kf, epsabs=1e-12, epsrel=1e-10,
                 limit=200)[0] / (2 * np.pi * eps)


def layer_exchange(n):
    """Same energy with the form factor, as an integral over transfer q."""
    kf = np.sqrt(2 * np.pi * n)
    x, w = (nodes + 1) / 2, weights / 2
    # q = 2 kf (1 - s^2) removes the square-root end point
    return -sum(wi * 4 * kf * s * np.arccos(1 - s**2)
                * form_factor(2 * kf * (1 - s**2))
                for s, wi in zip(x, w)) / (np.pi * eps)


fd_sheet = (sheet_exchange(density + dn) - sheet_exchange(density - dn))
assert abs(fd_sheet / (2 * dn) / slope_sheet - 1) < 1e-3
assert abs(sheet_exchange(density) / (-2 * k_fermi / (np.pi * eps)) - 1) < 1e-6
fd_layer = (layer_exchange(density + dn) - layer_exchange(density - dn))
assert abs(fd_layer / (2 * dn) / slope_layer - 1) < 2e-3

# Nonparabolic band, two-band estimate
alpha = (1 - mass) ** 2 / gap_energy


def band_energy(k_sq):
    gamma = k_sq / (2 * mass) + well["kinetic"]
    return (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)


k_sq = k_fermi**2
nonparabolic = 2 * alpha * band_energy(k_sq)
dk = 1e-3 * k_sq
dos_fd = (dk / np.pi) / (band_energy(k_sq + dk) - band_energy(k_sq - dk))
assert abs(dos_fd / (dos * (1 + nonparabolic)) - 1) < 1e-5

interface_field = back_field + 4 * np.pi * density / eps
c_with_well = eps / (4 * np.pi * (barrier + t_q + t_well))


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("in-plane mass", mass, "electron masses", 2)
show("relative permittivity", eps, "", 1)
show("electron density", density / per_cm2 / 1e12, "1e12 cm^-2", 2)
show("back field", back_field / MV_cm, "MV/cm", 2)
show("barrier thickness", barrier / nm, "nm", 1)
show("band gap", gap_energy / eV, "eV", 1)
show("finite wall height", wall_height / eV, "eV", 1)
print("MAIN RESULT")
show("density of states", dos, "per hartree bohr^2", 5)
show("density of states", dos * eV / per_cm2 / 1e13, "1e13 eV^-1 cm^-2")
show("atomic unit of capacitance per area", uF_cm2, "uF/cm^2", 2)
show("quantum capacitance", c_q * uF_cm2, "uF/cm^2", 2)
show("equivalent thickness", t_q, "bohr", 3)
show("equivalent thickness", t_q / nm, "nm")
for other_eps in (8.9, 10.4):
    show(f"equivalent thickness at permittivity {other_eps}",
         other_eps / (4 * mass) / nm, "nm")
show("Fermi energy above subband edge", fermi / eV * 1000, "meV", 1)
show("Fermi wave number", k_fermi * nm, "nm^-1")
print("GATE CAPACITANCE")
show("barrier alone", c_geo * uF_cm2, "uF/cm^2", 4)
show("with band filling", c_series * uF_cm2, "uF/cm^2", 4)
show("drop from band filling", 100 * (1 - c_series / c_geo), "%", 2)
show("with filling and moving edge", c_with_well * uF_cm2, "uF/cm^2", 4)
show("drop from both", 100 * (1 - c_with_well / c_geo), "%", 2)
print("NEGLECTED EFFECTS")
for temperature in (300, 425):
    factor = thermal_factor(temperature)
    show(f"C_q at {temperature} K", factor * c_q * uF_cm2, "uF/cm^2", 2)
    show(f"filling thickness at {temperature} K", t_q / factor / nm, "nm")
show("subband spacing", spacing / eV * 1000, "meV", 1)
show("second-subband response at 300 K, share of m/pi",
     100 * second_share, "%", 2)
show("mean electron distance from interface", centroid / nm, "nm", 2)
show("moving-edge thickness, hard wall", t_well / nm, "nm")
show("moving-edge thickness, finite wall", t_well_soft / nm, "nm")
show("exchange reduction, thin sheet", t_x_sheet / nm, "nm")
show("exchange reduction, real layer", t_x_layer / nm, "nm")
show("exchange (real layer) over filling term", 100 * t_x_layer / t_q, "%", 1)
show("confinement kinetic energy", well["kinetic"] / eV * 1000, "meV", 1)
show("nonparabolicity parameter", alpha * eV, "eV^-1")
show("nonparabolic rise of C_q", 100 * nonparabolic, "%", 1)
show("interface field", interface_field / MV_cm, "MV/cm", 2)
print("all good")
```

Running it gives:

```
INPUTS (rough typical values)
in-plane mass: 0.20 electron masses
relative permittivity: 9.5
electron density: 5.00 1e12 cm^-2
back field: 0.50 MV/cm
barrier thickness: 20.0 nm
band gap: 3.4 eV
finite wall height: 1.8 eV
MAIN RESULT
density of states: 0.06366 per hartree bohr^2
density of states: 8.355 1e13 eV^-1 cm^-2
atomic unit of capacitance per area: 210.26 uF/cm^2
quantum capacitance: 13.39 uF/cm^2
equivalent thickness: 11.875 bohr
equivalent thickness: 0.628 nm
equivalent thickness at permittivity 8.9: 0.589 nm
equivalent thickness at permittivity 10.4: 0.688 nm
Fermi energy above subband edge: 59.8 meV
Fermi wave number: 0.560 nm^-1
GATE CAPACITANCE
barrier alone: 0.4206 uF/cm^2
with band filling: 0.4078 uF/cm^2
drop from band filling: 3.05 %
with filling and moving edge: 0.3819 uF/cm^2
drop from both: 9.20 %
NEGLECTED EFFECTS
C_q at 300 K: 12.06 uF/cm^2
filling thickness at 300 K: 0.697 nm
C_q at 425 K: 10.77 uF/cm^2
filling thickness at 425 K: 0.781 nm
subband spacing: 161.4 meV
second-subband response at 300 K, share of m/pi: 1.74 %
mean electron distance from interface: 2.04 nm
moving-edge thickness, hard wall: 1.399 nm
moving-edge thickness, finite wall: 1.049 nm
exchange reduction, thin sheet: 0.284 nm
exchange reduction, real layer: 0.141 nm
exchange (real layer) over filling term: 22.4 %
confinement kinetic energy: 87.0 meV
nonparabolicity parameter: 0.188 eV^-1
nonparabolic rise of C_q: 5.4 %
interface field: 1.45 MV/cm
all good
```
